# Choosing the Order of Kolafa's Always Stable Predictor-Corrector for Induced Dipoles

## What the setting does

Molecular dynamics with induced dipoles needs, at every step, the dipoles that are self-consistent with their own field. Kolafa's always stable predictor-corrector (ASPC) replaces the iteration by one extrapolation and one field evaluation. The user chooses the number $K$ of stored dipole sets; Kolafa's order is $k=K-2$. With time step $h$,

$$\mu^p(t+h)=\sum_{j=1}^{K}B_j\,\mu(t+h-jh),\qquad B_j=(-1)^{j+1}\frac{j}{N_K}\binom{2K}{K-j},\qquad N_K=\binom{2K-2}{K-1},$$

$$\mu(t+h)=\omega M(\mu^p)+(1-\omega)\mu^p,\qquad \omega=\frac{K}{2K-1}.$$

Here $M$ is one ordinary self-consistency iteration. Two results govern the choice.

1. With fixed nuclei the scheme is stable if and only if plain iteration converges. "Always stable" holds in this sense.
2. With moving nuclei, to leading order in $h$ and neglecting correlations with the time variation of the dipole field tensor $T$, the energy drifts as

$$\Big\langle\frac{dE}{dt}\Big\rangle=-\kappa h^{2K-1}\big\langle\mu^{(K)}\!\cdot Q\,\mu^{(K)}\big\rangle,\qquad \kappa=\frac{K}{N_K},\qquad Q=\frac{K-1}{K}\alpha^{-1}+T,$$

where $\mu^{(K)}$ is the $K$-th time derivative. Each additional stored set raises the order of the drift by two powers of $h$, at no additional field evaluation.

For a potassium chloride cluster with a 4 fs step, the drift is $-2.6$ meV/ps for $K=2$, $-0.08$ for $K=3$ and $-0.004$ for $K=4$. Converged iteration shows no mean drift above about $10^{-5}$ meV/ps, but it takes several field evaluations per step instead of one: 21.5 at a tolerance of $10^{-11}$ e Å, and about 10 at $10^{-7}$ e Å, which already gives the same result.

## The model and its energy

Collect all dipole components in a vector $\mu$. Let $\alpha$ be the diagonal matrix of polarizabilities (dipole per field), $E_0(r)$ the field of the charges and $T(r)$ the symmetric dipole field tensor. The potential energy is

$$U(r,\mu)=U_0(r)+\tfrac12\mu\cdot A\mu-\mu\cdot E_0,\qquad A=\alpha^{-1}-T .$$

Setting $\partial U/\partial\mu=0$ gives $A\mu^*=E_0$, which is the fixed point of $M(\mu)=\alpha(E_0+T\mu)$. At $\mu^*$ the total derivative of $U$ with respect to $r$ equals the derivative at fixed $\mu$, because the term through $\mu^*(r)$ is multiplied by zero. Forces below are therefore $F=-\partial U/\partial r$ at fixed $\mu$, evaluated with the corrected dipoles.

Let $\lambda$ denote the eigenvalues of $\alpha T$. They are real, since $\alpha T$ is similar to the symmetric matrix $\alpha^{1/2}T\alpha^{1/2}$. Plain iteration multiplies an error mode by $\lambda$, so it converges for $|\lambda|<1$. At $\lambda=1$ the matrix $A$ is singular: this is the polarization catastrophe.

## Where the coefficients come from

Write $2-2\cos\theta=-e^{-i\theta}(1-e^{i\theta})^2$, raise it to the power $K$ and expand:

$$(2-2\cos\theta)^K=\binom{2K}{K}+2\sum_{j=1}^{K}(-1)^j\binom{2K}{K-j}\cos j\theta .$$

Differentiate with respect to $\theta$ and divide by $2N_K$:

$$\sum_{j=1}^{K}B_j\sin j\theta=\kappa\,(2-2\cos\theta)^{K-1}\sin\theta=\kappa\theta^{2K-1}+\dots \tag{1}$$

The left side is the time-irreversible part of the extrapolation. Its lower powers cancel, which is the purpose of these coefficients.

The predictor must also reproduce a constant. A ratio of binomials, followed by Pascal's rule, gives

$$\frac jK\binom{2K}{K-j}=\binom{2K-1}{K-j}-\binom{2K-1}{K-j-1}=D_j-D_{j+2},\qquad D_j=\binom{2K-2}{K-j}.$$

In the alternating sum, terms two places apart have the same sign and telescope, leaving $D_1-D_2=N_K[1-(K-1)/K]=N_K/K$. Multiplying by $K/N_K$ gives $\sum_jB_j=1$. Without alternating signs, the first difference telescopes to $\binom{2K-1}{K-1}=N_K(2K-1)/K$, hence

$$\sum_j|B_j|=2K-1. \tag{2}$$

The second moment sets the size of the dipole error. For $K\ge2$ use $j^2=K^2-(K-j)(K+j)$ and

$$(K-j)(K+j)\binom{2K}{K-j}=2K(2K-1)\binom{2K-2}{K-1-j}.$$

The remaining sum is the normalization sum for $K-1$, equal to $N_{K-1}$. Since $N_K/N_{K-1}=2(2K-3)/(K-1)$,

$$\sum_jB_jj^2=K^2-\frac{K(2K-1)(K-1)}{2K-3}=-\frac{K}{2K-3}. \tag{3}$$

## Why the mixing parameter has its value

Hold the nuclei fixed. The corrector multiplies an error mode of the predicted dipoles by $s=1-\omega+\omega\lambda$. An error growing as $z^n$ with step number $n$ therefore obeys

$$1=sP(z),\qquad P(z)=\sum_{j=1}^{K}B_jz^{-j}.$$

At $s=0$ all roots are zero. As $s$ varies, the roots move continuously, and stability can be lost only when one reaches $z=e^{i\theta}$. There $P$ must be real. By (1), its imaginary part $-\kappa(2-2\cos\theta)^{K-1}\sin\theta$ vanishes only at $\theta=0$ and $\theta=\pi$.

- At $\theta=0$, $P=1$, so $s=1$.
- At $\theta=\pi$, $P=-\sum_j|B_j|=-(2K-1)$, so $s=-1/(2K-1)$.

The scheme is stable between these values. Outside them, $1-sP(z)$ is negative at $z=1$ or at $z=-1$ and tends to 1 for large $|z|$, so a real root lies outside the unit circle.

The upper limit $s=1$ is $\lambda=1$. Placing the lower limit at $\lambda=-1$ requires $1-2\omega=-1/(2K-1)$, which gives $\omega=K/(2K-1)$. A larger $\omega$ would make some cases with $\lambda>-1$ unstable; a smaller one would extend the range below $-1$.

Stability does not mean rapid damping. Near $\lambda=1$ put $\epsilon=1/s-1\approx\omega(1-\lambda)$. From (1) and (3), with $c=K/[2(2K-3)]$, the root condition for small $\theta$ is $\epsilon=c\theta^2-i\kappa\theta^{2K-1}$. To lowest order $\theta_0=\sqrt{\epsilon/c}$. The small imaginary correction to $\theta$ gives

$$|z|\approx1-\frac{\kappa}{2c}\,\theta_0^{\,2K-2}.$$

For large $K$ such errors ring for a long time, with angular frequency $\theta_0/h$. A system close to the polarization catastrophe is therefore a reason against a high order.

## The error of the dipoles when the nuclei move

Let $\delta=\mu-\mu^*$ and $S=1-\omega+\omega\alpha T$. At the new time the corrector gives $\delta=S(\mu^p-\mu^*)$. For smooth motion, once starting errors have decayed, a shift back by $jh$ is the operator $e^{-jhD}$ with $D=d/dt$. The even part of the predictor follows from (3), and its odd part from (1) with $\theta=-ihD$:

$$P-1=-c\,h^2D^2+\dots+(-1)^K\kappa\,(hD)^{2K-1}+\dots \tag{4}$$

Now $\mu^p-\mu^*=(P-1)\mu^*+\delta$ plus higher-order terms from $P-1$ acting on $\delta$. Solving for $\delta$,

$$\delta=(1-S)^{-1}S\,(P-1)\mu^* . \tag{5}$$

For $K\ge2$ the leading error is $\delta=-c\,h^2(1-S)^{-1}S\,\ddot\mu^*$. For $K=3$ and $h=0.5$ fs in the cluster treated below, this differed from the measured error by 0.2% of that error.

For weak coupling, $S\approx1-\omega$ and $(1-S)^{-1}S\approx(K-1)/K$. The error is then proportional to $(K-1)/[2(2K-3)]$, which is $1/2$, $1/3$ and $3/10$ for $K=2,3,4$ and tends to $1/4$. Compared with $K=2$, a higher order therefore reduces the dipole error of weakly coupled modes by less than a factor of two. For modes with $\lambda$ near $-1/2$ it even increases the error, because at $\lambda=-1/2$ the leading error of $K=2$ vanishes. Its main benefit lies in the symmetry of the error.

## From dipole error to energy drift

Consider $E=\text{kinetic energy}+U(r,\mu^*)$. With forces taken at $\mu$ instead of $\mu^*$, and nuclear velocities $v$,

$$\frac{dE}{dt}=v\cdot\Big[\frac{\partial U}{\partial r}\Big|_{\mu^*}-\frac{\partial U}{\partial r}\Big|_{\mu}\Big]=-v\cdot\frac{\partial^2U}{\partial r\,\partial\mu}\,\delta+O(\delta^2).$$

Differentiating $\partial U/\partial\mu=0$ along the trajectory gives $v\cdot\partial^2U/\partial r\,\partial\mu=-A\dot\mu^*$, so $dE/dt=\dot\mu^*\cdot A\delta$. To insert (5), note that $1-S=\omega(1-\alpha T)=\omega\alpha A$. Then

$$A(1-S)^{-1}S=A\big[(\omega\alpha A)^{-1}-1\big]=\frac{\alpha^{-1}}{\omega}-A=\Big(\frac1\omega-1\Big)\alpha^{-1}+T=Q .$$

With $1/\omega-1=(K-1)/K$ this is the $Q$ stated at the start, and $dE/dt=\dot\mu^*\cdot Q(P-1)\mu^*$.

**Even part.** For $K\ge2$ the leading term is

$$-c\,h^2\,\dot\mu\cdot Q\ddot\mu=-\frac{d}{dt}\Big(\frac{c\,h^2}{2}\dot\mu\cdot Q\dot\mu\Big)+\frac{c\,h^2}{2}\dot\mu\cdot\dot T\dot\mu .$$

The first piece is the derivative of a bounded quantity. The second changes sign under time reversal, so it averages to zero, at this order, over motions that occur equally often in both directions. In a single trajectory it adds a fluctuation.

The same holds for the higher even powers of $h$, which for $K\ge3$ also precede the drift. If only the even part of $P$ is kept, $\delta$ is unchanged by time reversal while $v$ changes sign. Every contribution to $dE/dt$, including the terms omitted from (5) and those of order $\delta^2$, then changes sign and averages to zero. A mean drift needs the odd part.

**Odd part.** The term $(-1)^K\kappa h^{2K-1}\dot\mu\cdot Q\mu^{(2K-1)}$ has no such cancellation. In a stationary average, $K-1$ integrations by parts move the derivatives until both factors carry $K$ of them, with sign $(-1)^{K-1}$. Neglecting correlations with the time variation of $T$, this is the drift law.

The sign can be read from $Q$. It is positive, and the system cools, if every $\lambda>-(K-1)/K$. For $K=2$ this requires $\lambda>-1/2$, a stricter condition than stability.

**The case $K=1$.** Here $B_1=1$ and $\omega=1$: one plain iteration started from the previous dipoles. The drift is $-h\langle\dot\mu\cdot T\dot\mu\rangle$, of first order in $h$. Because $\alpha T$ has zero trace (no dipole acts on itself), it has eigenvalues of both signs, and the energy may rise or fall.

## A worked cluster

The example is a slightly distorted cube (Cl–K–Cl angle 98° instead of 90°) of four K⁺ and four Cl⁻ ions with polarizabilities 0.8 and 3.0 Å$^3$, point charges, and a repulsion $2000\ \text{eV}\times e^{-r/0.33\,\text{Å}}$ between unlike ions. Its edge is 2.85 Å. The eigenvalues of $\alpha T$ run from $-0.428$ to $0.239$, so $Q$ is positive for $K=2$ at this geometry, though with little room.

As a stability test, the polarizabilities of the frozen cube were scaled. With the largest $|\lambda|$ at 0.97, a random dipole error shrank by a factor $1.4\times10^{-42}$ in 2000 steps for $K=2$; at 1.03 it grew by $3.4\times10^{37}$.

For the dynamics, sixteen trajectories at a mean temperature of 259 K start from the same phase points for every method. The nuclei move by velocity Verlet, whose own energy ripple would hide small drifts. For a harmonic mode of frequency $\Omega$, Verlet positions follow $\cos n\varphi$ with $\cos\varphi=1-\Omega^2h^2/2$, and velocities follow $-\sin n\varphi\,\sin\varphi/h$. Since $\sin^2\varphi/h^2=\Omega^2(1-\Omega^2h^2/4)$, the conserved quantity is $v^2+\Omega^2(1-\Omega^2h^2/4)x^2$. The corrected energy

$$\tilde E=E-\frac{h^2}{12}v\cdot\dot F-\frac{h^2}{24}\sum_i\frac{F_i^2}{m_i}$$

is proportional to it up to order $h^4$: with $F=-m\Omega^2x$, the kinetic term gains the factor $1+h^2\Omega^2/6$ and the potential term $1-h^2\Omega^2/12$, whose ratio is $1-h^2\Omega^2/4$ to this order. In the cluster it reduced the ripple from 0.176 to 0.0013 meV. Drifts are fitted slopes of $\tilde E$, with the standard error over trajectories. Here $U$ is taken at the corrected dipoles, which changes $E$ only by the bounded amount $\tfrac12\delta\cdot A\delta$.

At $h=4$ fs, in meV/ps:

| Method | Measured | Drift law |
|---|---|---|
| Converged | $0.00000\pm0.00001$ | – |
| $K=1$ | $3.4\pm5.3$ | $3.9$ |
| $K=2$ | $-2.60\pm0.32$ | $-2.60$ |
| $K=3$ | $-0.077\pm0.013$ | $-0.073$ |
| $K=4$ | $-0.0038\pm0.0011$ | $-0.0029$ |

The law is evaluated on the dipoles of the same trajectories. The runs last 10 ps, except 3 ps for $K=1$. The converged run starts each step from the $K=3$ predictor and iterates until no dipole component changes by more than $10^{-11}$ e Å.

The mean for $K=1$ is not resolved from zero. Its standard error implies a spread of $5.3\times\sqrt{16}\approx21$ meV/ps between trajectories, as an indefinite $Q$ allows.

For $K=2$, halving the step changes the drift from $-2.60$ to $-0.328$ meV/ps. The exponent is $\log_2(2.597/0.328)=2.99$, against the predicted 3. The standard errors of the two drifts are 12% and 11%, but both runs start from the same phase points. Their sampling errors are therefore strongly correlated and largely cancel in the ratio, so the exponent is known much better than either drift.

The rms dipole errors at the final instant are $2.7$, $1.7$ and $1.6\times10^{-4}$ e Å for $K=2,3,4$. They level off as derived, while the drift falls by a factor of about 700.

One feature goes beyond the harmonic picture. The highest vibration has $h\Omega=0.152$. If no dipole motion were faster and $T$ kept its equilibrium value, the law would limit the drift ratio of $K=4$ to $K=3$ to

$$\frac{0.2}{0.5}\times0.152^2\times\frac{0.750-0.428}{0.667-0.428}\approx0.012 .$$

The law evaluated on the trajectories gives $0.0029/0.073\approx0.04$. At least one of the two assumptions therefore fails. The first cannot hold exactly, because the dipoles depend nonlinearly on the displacements and so contain overtones; the calculation does not separate this effect from the variation of $T$. Estimates from the highest vibrational frequency alone can therefore be too optimistic at high order.

## How to choose

**Order.** Under the conditions of this example, $K=3$ is a clear improvement on $K=2$. Reaching the same drift with $K=2$ would need a step shorter by $(0.077/2.60)^{1/3}\approx0.31$, or about three times as many steps. Dividing by $18k_B$, the harmonic heat capacity of the 18 vibrations, turns the drifts into $-1.67$ K/ps for $K=2$ and $-0.050$ K/ps for $K=3$. If the latter rate persisted, it would amount to 50 K in a nanosecond, so long runs at constant energy call for $K=4$, a shorter step or converged dipoles.

**Step.** The expansion requires $h\Omega$ to be small, and also small compared with $\theta_0$ when some $\lambda$ is near 1. Check the drift at two step lengths: an exponent that differs from $2K-1$ by much more than its statistical error shows that the leading-order law does not describe the run.

**Mixing.** Keep $\omega=K/(2K-1)$ unless some $\lambda$ lies below $-1$. A smaller $\omega$ then restores stability, but it increases the term $(1/\omega-1)\alpha^{-1}$ in $Q$ and with it the cooling.

**Start and restart.** Fill the history with $K$ converged dipole sets at equal spacing $h$. Refill it after any change of step or sudden change of positions, since the derivation assumes a smooth history.

**Thermostats.** A thermostat can replace the lost energy, but the loss is weighted towards fast dipole motion, by $\Omega^{2K}$ for harmonic components of equal dipole amplitude. At equal energy the squared amplitude of a vibration falls as $\Omega^{-2}$, so for vibrations that couple equally to the dipoles the weight is $\Omega^{2K-2}$. A steady mean temperature therefore does not show that all modes are at that temperature.

**Cost.** The ratio of 21.5 to 1 counts dipole-field evaluations at a very tight tolerance. Looser tolerances cost much less. With the same starting guess, $10^{-7}$ e Å takes about 10 evaluations and shows no resolved drift, and $10^{-5}$ e Å takes about 5 with a drift of $(3\pm2)\times10^{-4}$ meV/ps, smaller in size than that of $K=4$. Every method also computes the forces once per step, so the saving in total time is smaller.

## How far the example represents potassium chloride

The polarizabilities and the repulsion are rough values in the regime of potassium chloride. The edge is shorter than the roughly 3.1 Å spacing in the crystal, and the result concerns a small cluster. The nuclei are classical, although the highest vibrational quantum is 1.12 $k_BT$ and the zero-point energy is 0.15 eV. Dispersion is omitted. A London estimate with an assumed excitation energy of 10 eV gives $-0.5$ eV beside a total of $-26.8$ eV; this is only an order of magnitude, and larger $C_6$ coefficients raise it in proportion.

The omission closest to the drift is short-range damping of the charge field. A Tang–Toennies function of order 4, $1-e^{-y}\sum_{n=0}^{4}y^n/n!$ with $y=r/0.33$ Å (the range of the repulsion), changes the induction energy from $-2.00$ to $-1.57$ eV at fixed geometry, a reduction of 22%. The figure depends strongly on the assumed form: orders 2, 3 and 5 with the same range give 3%, 9% and 41%. The drift would change as well, but not necessarily by the same fraction: it depends on the time derivatives of the dipoles, into which the slope of the damping function also enters. This change was not calculated. The individual values are given in the numerical output.

## Computed values

```
alpha K+, Cl-: 0.8, 3.0 A^3
masses K, Cl: 39.10, 35.45 u
Born-Mayer A, rho: 2000 eV, 0.33 A
K-Cl edge: 2.8453 A; energy of cube: -26.761 eV
dipole on K+, Cl-: 0.0933, 0.4282 e A
eigenvalues of alpha*T: -0.4282 to 0.2394
vibrations: 78.3 to 201.4 cm^-1
highest frequency times 4 fs: 0.1517 rad
K=1 B: 1.0000 ; omega 1.0000
K=2 B: 2.0000 -1.0000 ; omega 0.6667
K=3 B: 2.5000 -2.0000 0.5000 ; omega 0.6000
K=4 B: 2.8000 -2.8000 1.2000 -0.2000 ; omega 0.5714
force error, fixed dipoles: 2.1e-08 eV/A
force error, converged dipoles: 1.8e-08 eV/A
frozen, K=2, max|lambda|=0.97: size ratio 1.4e-42 in 2000 steps
frozen, K=2, max|lambda|=1.03: size ratio 3.4e+37 in 2000 steps
lag law, K=3, 0.5 fs: relative mismatch 1.9e-03
trajectories: 16; mean temperature (SCF): 258.8 K
SCF energy ripple: raw 0.176 meV, shadow 0.0013 meV
SCF: step 4 fs, length 10.0 ps, 21.53 field evaluations/step
  drift 0.00000 +- 0.00001 meV/ps
  rms dipole error 7.9e-13 e A
K=1: step 4 fs, length 3.0 ps, 1.00 field evaluations/step
  drift 3.40518 +- 5.29185 meV/ps
  predicted drift 3.92284 meV/ps
  rms dipole error 7.0e-04 e A
K=2: step 4 fs, length 10.0 ps, 1.01 field evaluations/step
  drift -2.59744 +- 0.32387 meV/ps
  predicted drift -2.60143 meV/ps
  rms dipole error 2.7e-04 e A
K=3: step 4 fs, length 10.0 ps, 1.02 field evaluations/step
  drift -0.07731 +- 0.01267 meV/ps
  predicted drift -0.07305 meV/ps
  rms dipole error 1.7e-04 e A
K=4: step 4 fs, length 10.0 ps, 1.03 field evaluations/step
  drift -0.00381 +- 0.00110 meV/ps
  predicted drift -0.00286 meV/ps
  rms dipole error 1.6e-04 e A
K=2 half step: step 2 fs, length 6.0 ps, 1.01 field evaluations/step
  drift -0.32801 +- 0.03699 meV/ps
  predicted drift -0.32466 meV/ps
  rms dipole error 4.6e-05 e A
K=2 drift order in h (4 fs against 2 fs): 2.99
K=1 drift at 4 fs: 2.19531 K/ps
K=2 drift at 4 fs: -1.67456 K/ps
K=3 drift at 4 fs: -0.04984 K/ps
neglected zero-point energy: 0.1522 eV
highest quantum / (k_B T): 1.120
induction energy: -2.0022 eV; damped: -1.5693 eV
neglected dispersion (rough, 10 eV): -0.488 eV
```
